# Why collinear three-atom paths rival single scattering in K-edge spectra: a numerical check

```python
"""
Focusing of a photoelectron by an atom between absorber and backscatterer.

Result under test: for absorber 0, intervening atom 1 and backscatterer 2, the
single, double and triple scattering paths that visit atom 2 once add up to the
single-scattering signal times
    M = 1 + 2 q cos(alpha) + q**2   (leading order in 1/(k R)),
    q = f_c(beta) * R2/(R1*R12) * exp(i k (R1 + R12 - R2)).
Symbols: k wave number; R1, R12 legs 0-1 and 1-2; R2 distance 0-2;
beta scattering angle at atom 1 (0 = collinear, bond angle = 180 deg - beta);
alpha angle at the absorber between the directions to atoms 1 and 2;
f_c scattering amplitude of atom 1 with curved-wave factors; f without them.
Lengths are in angstrom. The potential is V = -Z e^2 exp(-r/a)/r inside the
muffin-tin radius and zero outside; U = 2 m V/hbar^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import eval_legendre, lpmv, spherical_jn, spherical_yn

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
CHARGE, SCREEN, R_MT = 30.0, 0.20, 1.25
R1, R12 = 2.50, 2.50
K_MAIN = 10.0
LMAX = 24
ELL = np.arange(LMAX + 1)
I_POWERS = np.array([1, 1j, -1, -1j])


def reduced_potential(r, charge):
    return -2 * charge / BOHR * np.exp(-r / SCREEN) / r


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


def phase_shifts(k, charge):
    """Numerov integration on a logarithmic grid, R_l = y/sqrt(r).
    Returns the phase shifts and sin(delta) from the integral identity."""
    x = np.linspace(np.log(1e-5), np.log(R_MT), 12001)
    h = x[1] - x[0]
    r = np.exp(x)
    pot = reduced_potential(r, charge)
    q_fun = (ELL + 0.5)**2 + (r**2 * (pot - k**2))[:, None]
    den = 1 - h**2 * q_fun / 12
    y = np.zeros_like(q_fun)
    for n in (0, 1):
        y[n] = r[n]**(ELL + 0.5) * (1 - charge * r[n] / (BOHR * (ELL + 1)))
    w_old, w_now = den[0] * y[0], den[1] * y[1]
    source = h**2 * q_fun
    for n in range(1, len(x) - 1):
        w_new = 2 * w_now - w_old + source[n] * y[n]
        y[n + 1] = w_new / den[n + 1]
        w_old, w_now = w_now, w_new
    slope = (25*y[-1] - 48*y[-2] + 36*y[-3] - 16*y[-4] + 3*y[-5]) / (12 * h)
    z = k * R_MT
    radial = y[-1] / np.sqrt(R_MT)
    radial_z = (slope - y[-1] / 2) / R_MT**1.5 / k
    a_cos = z**2 * (radial * spherical_yn(ELL, z, True)
                    - radial_z * spherical_yn(ELL, z))
    a_sin = z**2 * (radial * spherical_jn(ELL, z, True)
                    - radial_z * spherical_jn(ELL, z))
    delta = np.arctan2(a_sin, a_cos)
    norm = np.hypot(a_sin, a_cos)
    bessel = spherical_jn(ELL[None, :], k * r[:, None])
    integrand = bessel * y / norm * (pot * r**2.5)[:, None]
    return delta, -k * simpson(integrand, x=x, axis=0)


def t_factor(delta):
    return np.exp(1j * delta) * np.sin(delta)


def amplitude(k, t_l, beta, curve=1.0):
    return np.sum((2*ELL + 1) * t_l * curve
                  * eval_legendre(ELL, np.cos(beta))) / k


def curve_factors(k):
    def one_leg(x):
        return I_POWERS[(ELL + 1) % 4] * x * np.exp(-1j*x) * hankel(ELL, x)
    return one_leg(k * R1) * one_leg(k * R12)


def free_green(k, r_a, r_b):
    d = np.linalg.norm(r_a - r_b)
    return np.exp(1j * k * d) / d


def scattered_green(k, t_l, r_a, r_b):
    """Part of the point-to-point propagator scattered by atom 1 (origin)."""
    d_a, d_b = np.linalg.norm(r_a), np.linalg.norm(r_b)
    cos_ab = np.dot(r_a, r_b) / (d_a * d_b)
    return 1j * k * np.sum((2*ELL + 1) * 1j * t_l * hankel(ELL, k * d_a)
                           * hankel(ELL, k * d_b)
                           * eval_legendre(ELL, cos_ab))


def positions(beta):
    return (np.array([0.0, 0.0, -R1]),
            R12 * np.array([np.sin(beta), 0.0, np.cos(beta)]))


def geometry(beta):
    r2 = np.sqrt(R1**2 + R12**2 + 2 * R1 * R12 * np.cos(beta))
    return r2, (R1 + R12 * np.cos(beta)) / r2


def gradient_ratio(k, t_l, beta):
    """M for p-wave emission, from finite-difference gradients at atom 0."""
    r_0, r_2 = positions(beta)
    step = 2e-4
    free, full = np.zeros(3, complex), np.zeros(3, complex)
    for axis in range(3):
        for sign in (1, -1):
            moved = r_0.copy()
            moved[axis] += sign * step
            g_free = free_green(k, moved, r_2)
            g_full = g_free + scattered_green(k, t_l, moved, r_2)
            free[axis] += sign * g_free / (2 * step)
            full[axis] += sign * g_full / (2 * step)
    return np.sum(full**2) / np.sum(free**2)


def path_q(k, t_l, beta):
    r_0, r_2 = positions(beta)
    return scattered_green(k, t_l, r_0, r_2) / free_green(k, r_0, r_2)


def half_angle(func):
    """First angle at which |func| has dropped to half its forward value."""
    f_0 = abs(func(0.0))
    grid = np.linspace(0, np.pi, 361)
    below = np.array([abs(func(b)) < f_0 / 2 for b in grid])
    assert below.any()
    i = int(np.argmax(below))
    return brentq(lambda b: abs(func(b)) - f_0 / 2, grid[i - 1], grid[i])


def axial_coupling(m):
    """Integrals of two normalized associated Legendre functions and P_l."""
    mu, weight = np.polynomial.legendre.leggauss(60)
    theta = np.zeros((LMAX + 1, len(mu)))
    for l in range(m, LMAX + 1):
        ratio = 1.0 if m == 0 else 1.0 / (l * (l + 1))
        theta[l] = np.sqrt((2*l + 1) / 2 * ratio) * lpmv(m, l, mu)
    l_mid = np.arange(2 * LMAX + 1)
    p_mid = eval_legendre(l_mid[:, None], mu[None, :])
    table = np.einsum("ax,bx,cx->abc", theta * weight, theta, p_mid)
    allowed = l_mid[None, None, :] <= ELL[:, None, None] + ELL[None, :, None]
    return table * allowed


def axial_propagator(k, distance, direction, coupling):
    """Outgoing waves l (column) re-expanded in regular waves (row) at a
    second centre displaced by direction*distance along the axis."""
    l_mid = np.arange(2 * LMAX + 1)
    power = ELL[:, None, None] + l_mid[None, None, :] - ELL[None, :, None]
    radial = (2*l_mid + 1) * float(direction)**l_mid * hankel(l_mid, k*distance)
    return np.sum(I_POWERS[power % 4] * coupling * radial, axis=2)


def cluster_ratio(k, t_1, t_2):
    """M of the linear cluster from matrices in angular momentum."""
    total, single = 0j, 0j
    for m, copies in ((0, 1), (1, 2)):
        c = axial_coupling(m)
        p01, p10 = (axial_propagator(k, R1, s, c) for s in (1, -1))
        p12, p21 = (axial_propagator(k, R12, s, c) for s in (1, -1))
        p02, p20 = (axial_propagator(k, R1 + R12, s, c) for s in (1, -1))
        tau_1, tau_2 = 1j * t_1, 1j * t_2
        arrive = p02[:, 1] + p12 @ (tau_1 * p01[:, 1])
        leave = p20[1] + (p10[1] * tau_1) @ p21
        total += copies * np.sum(leave * tau_2 * arrive)
        single += copies * np.sum(p20[1] * tau_2 * p02[:, 1])
    return total / single


def born_volume_integral(k, charge, beta):
    """First-order scattered propagator by three-dimensional quadrature."""
    r_0, r_2 = positions(beta)
    node, w_r = np.polynomial.legendre.leggauss(60)
    r, w_r = R_MT * (node + 1) / 2, w_r * R_MT / 2
    mu, w_mu = np.polynomial.legendre.leggauss(48)
    phi = 2 * np.pi * np.arange(64) / 64
    rr, mm, pp = np.meshgrid(r, mu, phi, indexing="ij")
    rho = rr * np.sqrt(1 - mm**2)
    xyz = (rho * np.cos(pp), rho * np.sin(pp), rr * mm)
    d_0 = np.sqrt(sum((c - p)**2 for c, p in zip(xyz, r_0)))
    d_2 = np.sqrt(sum((c - p)**2 for c, p in zip(xyz, r_2)))
    value = np.exp(1j*k*(d_0 + d_2)) / (d_0*d_2) * reduced_potential(rr, charge)
    volume = (w_r * r**2)[:, None, None] * w_mu[None, :, None] * 2*np.pi/64
    return -np.sum(value * volume) / (4 * np.pi)


# ---- phase shifts, checked by the integral identity
k = K_MAIN
delta, sine_integral = phase_shifts(k, CHARGE)
assert np.max(np.abs(np.sin(delta) - sine_integral)) < 1e-5
t_l = t_factor(delta)

# ---- bent propagator against a volume integral for a very weak potential;
#      the tolerance covers the second-order term, of relative size 1e-3
weak_charge = 0.003
weak_t = t_factor(phase_shifts(k, weak_charge)[0])
bend = np.radians(30)
weak_sum = scattered_green(k, weak_t, *positions(bend))
weak_volume = born_volume_integral(k, weak_charge, bend)
weak_error = abs(weak_sum / weak_volume - 1)
assert weak_error < 5e-3

# ---- forward peak: optical theorem and the bound that follows from it
f_forward, f_back = amplitude(k, t_l, 0.0), amplitude(k, t_l, np.pi)
mu, w_mu = np.polynomial.legendre.leggauss(60)
mean_square = sum(w * abs(amplitude(k, t_l, np.arccos(c)))**2
                  for c, w in zip(mu, w_mu)) / 2
sigma = 4 * np.pi * mean_square
assert abs(k * sigma / (4 * np.pi) / f_forward.imag - 1) < 1e-8
peak_ratio = abs(f_forward)**2 / mean_square
peak_bound = k**2 * sigma / (4 * np.pi)
assert peak_ratio >= peak_bound > 1
assert abs(f_forward) > 2 * abs(f_back)

# ---- curved-wave amplitude and its simple phase form (error of order
#      l(l+1)/(k R)^2, a few per cent here)
curve = curve_factors(k)
fc_forward = amplitude(k, t_l, 0.0, curve)
simple_curve = np.exp(1j * ELL * (ELL + 1) / (2 * k) * (1/R1 + 1/R12))
fc_simple = amplitude(k, t_l, 0.0, simple_curve)
assert abs(fc_simple / fc_forward - 1) < 0.06

# ---- decline at small angles, from the propagator and from the l average
weights = (2*ELL + 1) * t_l * curve
l_average = np.sum(weights * ELL * (ELL + 1)) / np.sum(weights)
small = 0.01
fc_small = abs(path_q(k, t_l, small)) * R1 * R12 / geometry(small)[0]
fc_zero = abs(path_q(k, t_l, 0.0)) * R1 * R12 / geometry(0.0)[0]
curvature = 4 * (1 - fc_small / fc_zero) / small**2
assert abs(curvature / l_average.real - 1) < 0.01
half_curved = half_angle(lambda b: amplitude(k, t_l, b, curve))

# ---- linear cluster by matrices: pointlike and full backscatterer
m_line = gradient_ratio(k, t_l, 0.0)
point_t = np.where(ELL == 0, t_l, 0)
m_point = cluster_ratio(k, t_l, point_t)
assert abs(m_point / m_line - 1) < 1e-5
m_full = cluster_ratio(k, t_l, t_l)
assert abs(m_full - 1) > 1          # three-atom paths outweigh the single one
m_plane = (1 + f_forward * (R1 + R12) / (R1 * R12))**2

# ---- path formula against gradients for bent chains
rows = []
for degrees in (0, 5, 10, 15, 20, 30, 40, 60):
    beta = np.radians(degrees)
    r2, cos_alpha = geometry(beta)
    detour = k * (R1 + R12 - r2)
    q = amplitude(k, t_l, beta, curve) * r2 / (R1*R12) * np.exp(1j * detour)
    m_formula = 1 + 2 * q * cos_alpha + q**2
    m_exact = gradient_ratio(k, t_l, beta)
    # neglected terms are of order 1/(k R) and l(l+1)/(k R)^2
    assert abs(m_formula - m_exact) < 0.10 * (1 + abs(q))**2
    q_geometry = abs(fc_forward) * r2 / (R1 * R12)
    rows.append((degrees, abs(amplitude(k, t_l, beta, curve)), detour,
                 q_geometry, abs(2*q*cos_alpha), abs(q)**2,
                 abs(m_formula), abs(m_exact), abs(m_exact - 1)))
assert rows[0][4] > 1                       # double paths rival the single one
assert rows[6][1] < 0.5 * rows[0][1]        # amplitude has collapsed at 40 deg
assert rows[6][3] > 0.9 * rows[0][3]        # geometry alone hardly changes it
assert rows[7][8] < 0.5 * rows[0][8]

# ---- dependence on wave number
scan = []
for k_scan in (5.0, 10.0, 15.0):
    t_scan = t_factor(phase_shifts(k_scan, CHARGE)[0])
    half = half_angle(lambda b: amplitude(k_scan, t_scan, b))
    scan.append((k_scan, abs(amplitude(k_scan, t_scan, 0.0)),
                 np.degrees(half), abs(path_q(k_scan, t_scan, 0.0)),
                 abs(gradient_ratio(k_scan, t_scan, 0.0))))
assert scan[0][2] > scan[1][2] > scan[2][2]

energy = const.hbar**2 * (k * 1e10)**2 / (2 * const.m_e) / const.e
print(f"model: Z = {CHARGE:.0f}, a = {SCREEN:.2f} A, "
      f"muffin-tin radius = {R_MT:.2f} A")
print(f"legs R1 = {R1:.2f} A, R12 = {R12:.2f} A; Bohr radius = {BOHR:.5f} A")
print(f"wave number k = {k:.1f} 1/A, kinetic energy = {energy:.1f} eV")
print(f"largest l kept = {LMAX}")
print("phase shifts modulo pi, l = 0..8 (rad):",
      " ".join(f"{d:.3f}" for d in np.mod(delta[:9], np.pi)))
print(f"weak-potential check at 30 deg, relative difference = {weak_error:.1e}")
print(f"plane-wave f(0) = {f_forward:.3f} A, modulus = {abs(f_forward):.3f} A")
print(f"plane-wave |f(180 deg)| = {abs(f_back):.3f} A")
print(f"total cross section = {sigma:.3f} A^2")
print(f"forward |f|^2 over angular mean = {peak_ratio:.2f} (no unit)")
print(f"lower bound k^2 sigma/(4 pi) = {peak_bound:.2f} (no unit)")
print(f"curved-wave f_c(0) = {fc_forward:.3f} A, "
      f"modulus = {abs(fc_forward):.3f} A")
print(f"f_c(0) with simple curvature phase = {fc_simple:.3f} A")
print(f"weighted average of l(l+1): real part = {l_average.real:.2f} (no unit)")
print(f"same from decline of the propagator = {curvature:.2f} (no unit)")
print(f"half-value angle of |f_c| = {np.degrees(half_curved):.1f} deg")
print(f"collinear q = {path_q(k, t_l, 0.0):.3f} (no unit)")
print(f"collinear M, plane-wave amplitude = {m_plane:.3f}, "
      f"modulus {abs(m_plane):.3f}")
print(f"collinear M, gradients = {m_line:.3f}, modulus {abs(m_line):.3f}")
print(f"collinear M, matrices, pointlike atom 2 = {m_point:.3f}")
print(f"collinear M, matrices, full atom 2 = {m_full:.3f}, "
      f"modulus {abs(m_full):.3f}")
print("bent chain; path strengths relative to single scattering")
print("beta(deg) |f_c|(A) k*detour(rad) |q|geometry-only double triple "
      "|M|formula |M|gradients |M-1|")
for row in rows:
    print(f"{row[0]:3d} " + " ".join(f"{v:8.3f}" for v in row[1:]))
print("k(1/A) |f(0)|(A) half-angle of |f|(deg) collinear |q| collinear |M|")
for row in scan:
    print(f"{row[0]:5.1f} {row[1]:7.3f} {row[2]:7.1f} {row[3]:7.3f} "
          f"{row[4]:7.3f}")
print("all assertions hold")
```

Running it gives:

```
model: Z = 30, a = 0.20 A, muffin-tin radius = 1.25 A
legs R1 = 2.50 A, R12 = 2.50 A; Bohr radius = 0.52918 A
wave number k = 10.0 1/A, kinetic energy = 381.0 eV
largest l kept = 24
phase shifts modulo pi, l = 0..8 (rad): 0.469 1.877 0.014 1.438 0.624 0.308 0.162 0.088 0.049
weak-potential check at 30 deg, relative difference = 4.4e-04
plane-wave f(0) = 1.320+1.441j A, modulus = 1.954 A
plane-wave |f(180 deg)| = 0.760 A
total cross section = 1.810 A^2
forward |f|^2 over angular mean = 26.49 (no unit)
lower bound k^2 sigma/(4 pi) = 14.41 (no unit)
curved-wave f_c(0) = -0.486+2.071j A, modulus = 2.128 A
f_c(0) with simple curvature phase = -0.469+2.046j A
weighted average of l(l+1): real part = 19.18 (no unit)
same from decline of the propagator = 19.18 (no unit)
half-value angle of |f_c| = 20.3 deg
collinear q = -0.389+1.657j (no unit)
collinear M, plane-wave amplitude = 2.897+4.738j, modulus 5.554
collinear M, gradients = -2.295+1.912j, modulus 2.987
collinear M, matrices, pointlike atom 2 = -2.295+1.912j
collinear M, matrices, full atom 2 = -2.005+1.617j, modulus 2.576
bent chain; path strengths relative to single scattering
beta(deg) |f_c|(A) k*detour(rad) |q|geometry-only double triple |M|formula |M|gradients |M-1|
  0    2.128    0.000    1.702    3.404    2.897    3.120    2.987    3.810
  5    2.051    0.048    1.701    3.275    2.687    2.810    2.685    3.522
 10    1.830    0.190    1.696    2.906    2.127    2.010    1.910    2.776
 15    1.494    0.428    1.688    2.350    1.404    1.064    1.009    1.885
 20    1.087    0.760    1.676    1.687    0.734    0.391    0.420    1.192
 30    0.283    1.704    1.644    0.423    0.048    0.635    0.606    0.396
 40    0.209    3.015    1.600    0.296    0.025    1.147    1.111    0.291
 60    0.165    6.699    1.474    0.198    0.013    1.142    1.117    0.183
k(1/A) |f(0)|(A) half-angle of |f|(deg) collinear |q| collinear |M|
  5.0   0.801    25.6   0.817   1.533
 10.0   1.954    19.5   1.702   2.987
 15.0   2.366    14.4   1.879   3.490
all assertions hold
```
